# Normalized image log-slope of an equal line-space grating in three-beam imaging

A projection lens forms the image of a mask made of parallel opaque lines separated by clear spaces of the same width. On the mask the transmission jumps at each line edge. In the image it cannot jump, because the lens collects a limited range of diffraction angles, and the light level passes gradually from bright to dark. The resist must turn this gradual transition into a definite edge. How well the edge is placed when the exposure dose varies depends on how steep the image is there, relative to its local brightness. For a fine grating illuminated along the optical axis, the lens may collect only three diffracted beams, and the steepness can then be found in closed form.

## Setting and conventions

All lengths are measured on the image side, so the magnification of the lens does not appear in the geometry. It does affect the relative amplitudes of the orders at large angles; assumption 3 below sets this aside, and the paragraph on reduction lenses after Proposition 2 gives its size. The grating has pitch $p$, and its lines and spaces each have width $w=p/2$. The origin $x=0$ is the centre of a clear space, so the nominal edges of that space lie at $x=\pm p/4$. We write $k=2\pi/p$ for the spatial angular frequency of the grating.

The assumptions are these.

1. **Mask.** It is thin: it multiplies the incident amplitude by $t(x)=1$ in the spaces and $t(x)=0$ in the lines.
2. **Illumination.** A single plane wave of wavelength $\lambda$ arrives along the optical axis.
3. **Lens.** Orders $0$ and $\pm1$ pass with equal complex transmission, and no other order contributes. The image is in focus.
4. **Field.** The field vectors of all orders are parallel, as in TE polarization (electric field along the lines). The amplitudes then add as scalars.

The image space is air. The intensity $I$ is the squared modulus of the field, in units of its value for a fully clear mask. The normalized image log-slope is

$$\mathrm{NILS}=w\left|\frac{d\ln I}{dx}\right|_{x=p/4}.$$

The normalizing length is the line width. If the pitch were used instead, every value below would double.

## Two lemmas on the diffraction orders

**Lemma 1.** The mask has the expansion $t(x)=\sum_m a_m e^{imkx}$ with

$$a_0=\frac12,\qquad a_m=\frac{\sin(\pi m/2)}{\pi m}\quad(m\neq0).$$

*Proof.* The coefficient is the average of $t(x)e^{-imkx}$ over one pitch, and $t$ differs from zero for $|x|<p/4$. For $m=0$ the integral is the width of the space, so $a_0=(p/2)/p=1/2$. For $m\ne0$,

$$a_m=\frac1p\int_{-p/4}^{p/4}e^{-imkx}dx=\frac{e^{-imkp/4}-e^{imkp/4}}{-imkp}.$$

Since $kp=2\pi$, the exponents are $\mp i\pi m/2$ and the denominator is $-2\pi i m$. The numerator is $-2i\sin(\pi m/2)$, and the quotient is the stated result. ∎

In particular $a_{\pm1}=1/\pi$, $a_{\pm2}=0$ and $a_{\pm3}=-1/(3\pi)$. All even orders except the zeroth vanish, because $\sin(\pi m/2)=0$ for even $m$. This is a consequence of the equal widths.

**Lemma 2.** With a pupil of numerical aperture $\mathrm{NA}$, the image is formed by orders $0$ and $\pm1$ alone when

$$\frac{\lambda}{p}\le \mathrm{NA}<\frac{3\lambda}{p}.$$

*Proof.* Order $m$ leaves at an angle with $\sin\theta_m=m\lambda/p$, and it passes if $|m|\lambda/p\le\mathrm{NA}$. The left inequality admits the first orders. The right one excludes the third orders and all higher ones. The second orders may fall inside the pupil, but their amplitude is zero by Lemma 1. ∎

## The theorem

**Theorem.** Under assumptions 1 to 4, $\mathrm{NILS}=8$, whatever the values of $\lambda$, $p$ and $\mathrm{NA}$ that allow three-beam imaging.

*Proof.* The orders $+1$ and $-1$ have the same amplitude $1/\pi$, and $e^{ikx}+e^{-ikx}=2\cos kx$. The image field is therefore

$$E(x)=\frac12+\frac2\pi\cos kx .$$

It is real, so $I=E^2$ and

$$\frac{d\ln I}{dx}=\frac{2E'}{E},\qquad E'(x)=-\frac{2k}{\pi}\sin kx .$$

At the edge $x=p/4$ we have $kx=\pi/2$, so the cosine is zero and the sine is one. Hence

$$E=\frac12,\qquad I=\frac14,\qquad E'=-\frac2\pi\,\frac{2\pi}{p}=-\frac4p .$$

The $\pi$ in the order amplitude cancels the $\pi$ in the spatial frequency, which is why the result is an integer. It follows that

$$\frac{d\ln I}{dx}=\frac{2(-4/p)}{1/2}=-\frac{16}{p}.$$

The sign is negative because the intensity falls from the space into the line. Multiplying the magnitude by $w=p/2$ gives $8$. ∎

**Remark 1: what is constant.** The log-slope itself, $16/p$, is not constant. A smaller pitch gives a steeper image in absolute terms, but the feature shrinks in the same proportion. The aperture decides which orders pass; once the three beams are selected, it has no further influence on this ideal image.

**Remark 2: the edge is not the steepest place.** At a general position the same calculation gives

$$w\left|\frac{d\ln I}{dx}\right|=\frac{8|\sin kx|}{\left|1+(4/\pi)\cos kx\right|}.$$

Going from the edge into the line, the cosine becomes negative and the denominator shrinks. It vanishes where $\cos kx=-\pi/4$. There the field passes through zero and the log-slope diverges, although there is hardly any light. Beyond this point the field is negative, and at the line centre it is $1/2-2/\pi$. Its square is a weak side lobe in the middle of the dark line. The number 8 thus belongs to the nominal edge and is not a maximum over the image.

**Remark 3: opaque lines.** Let the lines transmit a real amplitude $s$ with $-1<s\le1$. The mask is then $s+(1-s)t(x)$, with orders $a_0=(1+s)/2$ and $a_{\pm1}=(1-s)/\pi$. The edge field is $a_0$ and its slope is $-2ka_1$, so

$$\mathrm{NILS}=\frac p2\,\frac{4ka_1}{a_0}=4\pi\frac{a_1}{a_0}=8\,\frac{1-s}{1+s}.$$

Leakage in phase with the spaces ($s>0$) lowers the value. Leakage of opposite phase ($s<0$) raises it, because it weakens the uniform background and strengthens the modulation. The value 8 belongs to $s=0$.

**Remark 4: tilted illumination.** If the incident wave is tilted, every order acquires the same additional factor $e^{iqx}$, where $q$ is fixed by the tilt. This factor has unit modulus and drops out of $I$. For a scalar image in focus, an extended incoherent source therefore gives the same $I$, provided that for each source point the pupil passes orders $0$ and $\pm1$ equally and no other nonzero order. If some source points lose one first order, the theorem does not apply to their contribution. The condition is restrictive: for $\lambda/p=0.5$ and $\mathrm{NA}=0.7$ a disc-shaped source must have a radius below $(0.7-0.5)/0.7\approx0.29$ of the pupil radius, and a uniform disc of $0.4$ of the pupil radius already lowers NILS to about 6.6.

## More orders

**Proposition 1.** Let the pupil pass order zero and the first $N$ pairs of odd orders, $\pm1,\pm3,\dots,\pm(2N-1)$, with equal transmission. Then $\mathrm{NILS}=8N$.

*Proof.* The field is $E=1/2+\sum 2a_m\cos mkx$, where $m$ runs over the $N$ positive odd orders. At $x=p/4$ each term contains $\cos(\pi m/2)=0$, so $E=1/2$ as before. The slope is

$$E'=-\sum 2a_m mk\sin\frac{\pi m}{2}=-\sum\frac{2k}{\pi}\sin^2\frac{\pi m}{2}=-\frac{4N}{p}.$$

The factor $m$ from the derivative cancels the $1/m$ in $a_m$, and $\sin^2(\pi m/2)=1$ for odd $m$. Each pair thus adds the same amount to the slope. Then $\mathrm{NILS}=(p/2)\cdot2(4N/p)/(1/2)=8N$. ∎

For $N=0$ the image is uniform and the log-slope is zero. The restriction to three orders is therefore essential: a coarser grating, seen through the same lens, reaches 16 as soon as the third orders enter.

**The limit of a wide grating.** The largest $N$ obeys $2N-1\le p\,\mathrm{NA}/\lambda<2N+1$. For $p\gg\lambda/\mathrm{NA}$ this gives $2N\approx p\,\mathrm{NA}/\lambda$, and the log-slope $16N/p$ tends to $8\,\mathrm{NA}/\lambda$. An isolated edge gives the same value directly. The derivative of a unit step is a delta function, whose spectrum is flat. The pupil keeps spatial frequencies $f$ from $-\mathrm{NA}/\lambda$ to $\mathrm{NA}/\lambda$, so the field slope at the edge has magnitude

$$\int_{-\mathrm{NA}/\lambda}^{\mathrm{NA}/\lambda}df=\frac{2\,\mathrm{NA}}{\lambda}.$$

The edge field is $1/2$ by symmetry, and $2(2\,\mathrm{NA}/\lambda)/(1/2)=8\,\mathrm{NA}/\lambda$. In this limit the lens fixes the log-slope, and NILS grows in proportion to the feature width. In the three-beam regime the pitch fixes the log-slope, and NILS stays at 8.

## Imperfect pupil and defocus

**Proposition 2.** Let both first orders carry a common complex factor $\tau$ relative to order zero, all other assumptions being kept. Then $\mathrm{NILS}=8|\mathrm{Re}\,\tau|$.

*Proof.* The field is $E=1/2+(2\tau/\pi)\cos kx$, now complex. Its squared modulus is

$$I=\frac14+\frac2\pi\,\mathrm{Re}\,\tau\,\cos kx+\frac{4}{\pi^2}|\tau|^2\cos^2kx .$$

The middle term is twice the real part of the product of the two field terms: $2\cdot\frac12\cdot\frac2\pi\mathrm{Re}\,\tau$. At the edge the cosine vanishes, so $I=1/4$. The derivative of $\cos^2kx$ contains a factor $\cos kx$ and vanishes there too. What remains is

$$I'=-\frac{2k}{\pi}\,\mathrm{Re}\,\tau=-\frac4p\,\mathrm{Re}\,\tau .$$

Then $\mathrm{NILS}=(p/2)(4|\mathrm{Re}\,\tau|/p)/(1/4)=8|\mathrm{Re}\,\tau|$. ∎

**Reduction lens.** Equal transmission is exact for a lossless lens only at unit magnification or small angles. In a lens that obeys the sine condition with reduction ratio $R$, a first order leaves the mask at a sine of $\lambda/(pR)$ and reaches the image at a sine of $\lambda/p$. The power carried through a plane normal to the axis is proportional to the squared amplitude times the cosine of the angle. Conserving it for each order gives, relative to order zero,

$$\tau=\left[\frac{1-(\lambda/pR)^2}{1-(\lambda/p)^2}\right]^{1/4}.$$

For $R=4$ and $\lambda/p=0.5$ this is $1.070$, and Proposition 2 gives $\mathrm{NILS}=8.56$ instead of 8. The values in the rest of this text take this factor as 1.

**Defocus.** Let $\theta$ be the first-order angle, $\sin\theta=\lambda/p$. Over a distance $z$ along the axis, order zero gains the phase $2\pi z/\lambda$ and each first order gains $2\pi z\cos\theta/\lambda$. Hence $\tau=e^{-i\phi}$ with

$$\phi=\frac{2\pi z}{\lambda}(1-\cos\theta),\qquad \mathrm{NILS}=8|\cos\phi| .$$

Near focus this is $8(1-\phi^2/2)$, so the loss is quadratic in $z$. The edge intensity remains $1/4$, and the whole loss comes from the slope. At $\phi=\pi/2$ the slope at the edge is zero. The term in $\cos kx$ is then absent and the image repeats with half the pitch. Just beyond that defocus the slope returns with the opposite sign: the nominal space is now darker than the nominal line. The absolute value in NILS hides this reversal, so the sign of $\cos\phi$ has to be watched separately.

**Opposite phases.** If the two first orders carry phases $+\psi$ and $-\psi$, the factor $\tau$ is not common and Proposition 2 does not apply. The field becomes $1/2+(2/\pi)\cos(kx+\psi)$, which is the ideal image displaced by $-\psi/k$. Its log-slope at the displaced edge still corresponds to 8, but the feature is in the wrong place.

## TM polarization

**Proposition 3.** Let the electric field lie in the plane of incidence, with equal transmission of the three orders, and let $I$ be the squared modulus of the electric field in air. Then, in focus,

$$\mathrm{NILS}=\frac{8\cos\theta}{1+(16/\pi^2)\sin^2\theta}.$$

*Proof.* The field of each order is perpendicular to its direction of travel. In components $(x,z)$, the unit vectors are $(1,0)$ for order zero and $(\cos\theta,\mp\sin\theta)$ for orders $\pm1$. Summing with amplitudes $1/2$ and $1/\pi$ gives

$$E_x=\frac12+\frac2\pi\cos\theta\cos kx,\qquad E_z=-\frac{2i}{\pi}\sin\theta\sin kx .$$

The $x$ components of the first orders add to a cosine. The $z$ components have opposite signs and leave a sine. At the edge,

$$I=|E_x|^2+|E_z|^2=\frac14+\frac4{\pi^2}\sin^2\theta .$$

The derivative of $|E_z|^2$ is proportional to $\sin kx\cos kx$ and vanishes at the edge. The derivative of $E_x^2$ is $2\cdot\frac12\cdot(-4\cos\theta/p)$, so $|I'|=4\cos\theta/p$. Dividing by $I$ and multiplying by $p/2$ gives $2\cos\theta/[1/4+(4/\pi^2)\sin^2\theta]$, which is the stated formula. ∎

Two effects act together. The interference between order zero and the first orders is reduced by $\cos\theta$, and the longitudinal field $E_z$ adds light at the edge. For small $\theta$ the value returns to 8. As $\theta$ approaches a right angle it tends to zero, because the fields of the zeroth and first orders become perpendicular and no longer interfere.

## What the number means for dose

Take a threshold resist: the edge of the printed space lies where the relative dose $D$ times $I$ equals a fixed level. Choose the level so that $D=1$ prints the nominal edge, which requires the level $1/4$. The edge position $x_e$ then obeys $\ln D+\ln I(x_e)=\text{const}$. Differentiating with respect to $\ln D$,

$$1+\frac{d\ln I}{dx}\frac{dx_e}{d\ln D}=0,\qquad \frac{dx_e}{d\ln D}=\frac{w}{\mathrm{NILS}} .$$

Both edges move outward, so the width $W=2x_e$ changes at the rate

$$\frac{dW}{d\ln D}=\frac{2w}{\mathrm{NILS}}=\frac w4 .$$

For a small change of dose, the relative change of width is one quarter of the relative change of dose.

For a finite change in the ideal image, $DE^2=1/4$ on the bright side of the zero gives $E=1/(2\sqrt D)$, hence

$$\cos kx_e=\frac\pi4\left(\frac1{\sqrt D}-1\right).$$

With $D=1+\delta$, the bracket is $-\delta/2+3\delta^2/8$ to second order. Near the edge $\cos kx_e\approx-k(x_e-p/4)$, with an error of third order. Therefore

$$W-w\approx\frac w4\,\delta\left(1-\frac34\delta\right).$$

The actual change is slightly smaller than the linear one when the dose is increased.

## Worked example

Take round parameters: $\lambda=200$ nm, $p=400$ nm and $\mathrm{NA}=0.7$. Lines and spaces are 200 nm wide. The first orders have $\sin\theta=200/400=0.5$, so $\theta=30^\circ$, and they pass. The third orders would need a sine of 1.5 and do not propagate in air. The three-beam condition holds.

**Image.** The order amplitudes are 0.5 and 0.3183. At the space centre the intensity is $(0.5+2\times0.3183)^2=1.292$. This exceeds the clear-mask level because the image lacks the higher orders that would flatten the profile. At the edge, $x=100$ nm, it is $0.25$. At the line centre it is $(0.5-0.6366)^2=0.0187$, the side lobe of Remark 2. The zero lies at 157.5 nm, between the edge and the line centre at 200 nm.

**Log-slope.** The theorem gives $16/400=0.04$ per nm, and $200\times0.04=8$. The value obtained by summing plane waves and differentiating $\ln I$ numerically is 8.00000.

**Defocus.** At $z=100$ nm the phase is $\phi=\pi(1-0.8660)=0.4209$ rad, and $8\cos\phi=7.30$. This is a loss of about 9 % relative to focus. Since $\phi$ is proportional to $z$, the slope at the edge vanishes at $100\times(\pi/2)/0.4209\approx373$ nm.

**TM polarization.** The edge intensity rises to $0.25+0.4053\times0.25=0.3513$, and $\mathrm{NILS}=2\times0.8660/0.3513=4.93$. At this angle the polarization costs far more than 100 nm of defocus. The figure refers to the field in air; refraction into a resist would reduce the angle between the beams.

**Dose.** The rate $w/4$ is 50 nm per unit of $\ln D$. For 1 % more dose the linear estimate is 0.500 nm, and the actual change in this model is 0.496 nm. The second-order formula gives $0.500\times(1-0.0075)=0.496$ nm and accounts for the difference.

**Admitting further orders.** A second grating with $p=1000$ nm has its first, second and third orders at sines of 0.2, 0.4 and 0.6. At $\mathrm{NA}=0.1$ no diffracted order passes and NILS is 0. At 0.3 it is 8. At 0.5 the second orders lie within the pupil, yet NILS is still 8, since they carry no light. At 0.7 the third orders enter and NILS is 16, as Proposition 1 requires. The numerical output below lists these values.

## Computed results

```
wavelength: 200 nm
pitch: 400 nm
line width = space width: 200 nm
numerical aperture: 0.7
sine of first-order angle: 0.500
first-order angle: 30.00 degrees
sine required for third order: 1.50
amplitude of order 0: 0.50000
amplitude of order 1: 0.31831
amplitude of order 2: 0.00000
amplitude of order 3: -0.10610
intensity at space centre: 1.2919
intensity at nominal edge: 0.2500
intensity at line centre: 0.0187
nominal edge position: 100.0 nm
position of zero intensity: 157.51 nm
log-slope at edge: 0.04000 per nm
NILS in focus, TE: 8.00000
defocus: 100 nm
defocus phase of first orders: 0.4209 rad
NILS with defocus, TE: 7.3018
edge intensity in focus, TM: 0.3513
NILS in focus, TM: 4.9301
width change per unit log dose: 50.000 nm
linear width change for 1 % dose: 0.5000 nm
actual width change for 1 % dose: 0.4963 nm
second grating pitch: 1000 nm
second grating, NA 0.1: NILS 0.0000
second grating, NA 0.3: NILS 8.0000
second grating, NA 0.5: NILS 8.0000
second grating, NA 0.7: NILS 16.0000
```
